\section*{One-photon magnetic dipole decay of the 2s state in hydrogen-like ions}

\section*{Problem}

One electron moves in the potential $V=-Z\alpha/r$ of a point nucleus of infinite mass; radiative corrections are neglected. Use $\hbar=c=m=1$ and $e^2=4\pi\alpha$. Label 1s$_{1/2}$ by 1 and 2s$_{1/2}$ by 2, with energies $E_i=1+\epsilon_i$ and photon energy $k=E_2-E_1$.
\begin{enumerate}
\item[(a)] Show that the nonrelativistic long-wavelength amplitude for $2s\to1s+\gamma$ vanishes.
\item[(b)] Reduce the Dirac rate exactly to one radial integral.
\item[(c)] Find the rate to leading order in $Z\alpha$.
\item[(d)] Evaluate it for hydrogen-like boron, B$^{4+}$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item In (a), ask on which coordinates the surviving operator acts.
\item In (b), do the angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ without expanding it.
\item In (c), $r\sim1/Z\alpha$ and $k\sim(Z\alpha)^2$, so $(kr)^2$ is as large as a relativistic correction.
\item The large components alone are not orthogonal.
\item Take $[H,r^2]$ and $[H,\mathbf r\cdot\nabla]$ between 1s and 2s.
\end{enumerate}

\section*{Solution}

\subsection*{Golden rule}

For charge $-e$ the coupling is $e\,\boldsymbol\alpha\cdot\mathbf A$. In a box of volume $\mathcal V$, emission into mode $(\mathbf k,\boldsymbol\varepsilon)$, with real $\boldsymbol\varepsilon\perp\mathbf k$, takes $\boldsymbol\varepsilon\,e^{-i\mathbf k\cdot\mathbf r}/\sqrt{2k\mathcal V}$ from $\mathbf A$. There are $\mathcal V k^2d\Omega/(2\pi)^3$ modes per unit energy, so
\begin{equation}
d\Gamma=2\pi\,\frac{4\pi\alpha}{2k}\,\frac{k^2d\Omega}{(2\pi)^3}\sum|M|^2=\frac{\alpha k}{2\pi}\sum|M|^2\,d\Omega,
\qquad M=\langle1|\boldsymbol\alpha\cdot\boldsymbol\varepsilon\,e^{-i\mathbf k\cdot\mathbf r}|2\rangle,
\label{golden}
\end{equation}
summed over polarizations and final spin projections. Two angular averages are needed. The average of $e^{-i\mathbf k\cdot\mathbf r}$ over $\hat{\mathbf r}$ is $j_0(kr)$. Since $\hat{\mathbf r}\,e^{-i\mathbf k\cdot\mathbf r}=(i/r)\nabla_k e^{-i\mathbf k\cdot\mathbf r}$ and $j_0'=-j_1$,
\begin{equation}
\overline{\hat{\mathbf r}\,e^{-i\mathbf k\cdot\mathbf r}}=-i\,j_1(kr)\,\hat{\mathbf k}.
\label{avg}
\end{equation}

\subsection*{(a) Nonrelativistic amplitude}

The Pauli coupling linear in the field is $e\mathbf A\cdot\mathbf p+\tfrac e2\boldsymbol\sigma\cdot\mathbf B$, with $\mathbf B=\nabla\times\mathbf A\propto-i\mathbf k\times\boldsymbol\varepsilon\,e^{-i\mathbf k\cdot\mathbf r}$. Let $R_1,R_2$ be the Schr\"odinger radial functions, positive at the origin, and $\langle O\rangle=\langle1s|O|2s\rangle$. In the orbital term $\mathbf pR_2=-iR_2'\hat{\mathbf r}$; by \eqref{avg} its matrix element points along $\hat{\mathbf k}$ and is removed by $\boldsymbol\varepsilon\cdot\hat{\mathbf k}=0$, for every $k$. In the spin term $\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\varepsilon)=-\boldsymbol\varepsilon\cdot(\mathbf k\times\boldsymbol\sigma)$, so with $\boldsymbol\sigma_{fi}=\chi_f^\dagger\boldsymbol\sigma\chi_i$,
\begin{equation}
M_{\rm Pauli}=i\,\boldsymbol\varepsilon\cdot(\hat{\mathbf k}\times\boldsymbol\sigma_{fi})\,\frac k2\,\langle j_0(kr)\rangle .
\label{pauli}
\end{equation}
For $kr\to0$ the last factor is $\langle1s|2s\rangle=0$. The magnetic moment $-\tfrac e2(\mathbf L+\boldsymbol\sigma)$ does not act on $r$: $\mathbf L$ annihilates s states, and $\boldsymbol\sigma$ leaves only the overlap of two eigenfunctions with different energies.

\subsection*{(b) Exact reduction}

Write $\psi=(4\pi)^{-1/2}\big(g\chi,\;if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\big)$ with real $g,f$ and $\int(g^2+f^2)r^2dr=1$. With $H_D=\boldsymbol\alpha\cdot\mathbf p+\beta+V$, the lower row reads $(E-V+1)\,if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi=\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\boldsymbol\sigma\cdot\hat{\mathbf r}\chi$, hence
\begin{equation}
(2+\epsilon-V)f=-g' .
\label{lower}
\end{equation}
The matrix $\boldsymbol\alpha$ couples upper to lower components. From $\sigma_j\sigma_l=\delta_{jl}+i\epsilon_{jlm}\sigma_m$ follow $\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})=\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})\boldsymbol\sigma=\hat{\mathbf r}-i\hat{\mathbf r}\times\boldsymbol\sigma$, so
\begin{align}
4\pi\,\psi_1^\dagger\boldsymbol\alpha\psi_2&=\chi_f^\dagger\big[ig_1f_2\,\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})-if_1g_2(\boldsymbol\sigma\cdot\hat{\mathbf r})\boldsymbol\sigma\big]\chi_i\nonumber\\
&=i(g_1f_2-f_1g_2)\,\hat{\mathbf r}\,\delta_{fi}-(g_1f_2+f_1g_2)\,\hat{\mathbf r}\times\boldsymbol\sigma_{fi}.
\end{align}
By \eqref{avg} the first term becomes longitudinal and drops out, and in the second $(-1)(-ij_1)=+ij_1$:
\begin{equation}
M=i\,\boldsymbol\varepsilon\cdot(\hat{\mathbf k}\times\boldsymbol\sigma_{fi})\,R,\qquad R=\int_0^\infty(g_1f_2+f_1g_2)\,j_1(kr)\,r^2dr .
\label{R}
\end{equation}
Only $j_1$ appears. A photon joining $j=\tfrac12$ to $j=\tfrac12$ must carry $J=1$, because a transverse photon has no $J=0$ state, and equal parity makes it M1. For each polarization $\boldsymbol\varepsilon\cdot(\hat{\mathbf k}\times\boldsymbol\sigma)=\mathbf n\cdot\boldsymbol\sigma$ with the unit vector $\mathbf n=\boldsymbol\varepsilon\times\hat{\mathbf k}$, and closure over final spins gives $(\mathbf n\cdot\boldsymbol\sigma)^2=1$. Thus $\sum|M|^2=2R^2$ in every direction, and \eqref{golden} gives
\begin{equation}
\Gamma=\frac{\alpha k}{2\pi}\,4\pi\cdot2R^2=4\alpha kR^2=\alpha k^3\left(\frac{2R}{k}\right)^2 .
\label{exact}
\end{equation}
Comparison with \eqref{pauli} shows that $2R/k$ plays the part of the overlap.

\subsection*{(c) Leading order}

With $j_1(x)=x/3-x^3/30+\dots$,
\begin{equation}
R=\frac k3I-\frac{k^3}{30}\int(g_1f_2+f_1g_2)r^5dr+\dots,\qquad I=\int(g_1f_2+f_1g_2)r^3dr .
\end{equation}
Since $f\sim Z\alpha\,g$ and $r\sim1/Z\alpha$, $I$ is nominally of order one. At that order $f=-g'/2$, $g=R_i$, and integration by parts gives $R=-\tfrac k6\int(R_1R_2)'r^3dr=\tfrac k2\langle1s|2s\rangle=0$, as in (a). All terms of order $k(Z\alpha)^2$ must therefore be kept; the next term of $j_1$ contributes at $k(Z\alpha)^4$.

Equation \eqref{lower} is exactly $f=-g'/2-(\epsilon-V)f/2$. Inserting $f\approx-g'/2$ on the right gives $f\approx-g'/2+(\epsilon-V)g'/4$. This fails for $r\lesssim Z\alpha$, where $|V|\gtrsim1$. There $g^2\sim(Z\alpha)^3$ and $f/g\sim Z\alpha$, so that region adds about $(Z\alpha)^3\,Z\alpha\,(Z\alpha)^4=(Z\alpha)^8$ to $I$, which is negligible. Then $I=I_a+I_b+I_c$ with
\begin{equation}
I_a=-\tfrac12\!\int(g_1g_2)'r^3dr,\quad I_b=-\tfrac14\!\int V(g_1g_2)'r^3dr,\quad I_c=\tfrac14\!\int(\epsilon_2g_1g_2'+\epsilon_1g_2g_1')r^3dr .
\end{equation}
The terms $I_b$, $I_c$ and the $k^3$ term already carry $(Z\alpha)^2$, so $g_i\to R_i$ in them. In $I_a$ that replacement would lose the whole term. Integrate by parts (the boundary terms vanish for $Z\alpha<1$) and use the exact orthogonality $\int(g_1g_2+f_1f_2)r^2dr=0$:
\begin{equation}
I_a=\tfrac32\!\int g_1g_2r^2dr=-\tfrac32\!\int f_1f_2r^2dr\approx-\tfrac38\!\int R_1'R_2'r^2dr=-\tfrac38\langle p^2\rangle .
\end{equation}
Define $W=Z\alpha\langle1/r\rangle=-\langle V\rangle$ and $D=\langle\mathbf r\cdot\nabla\rangle=\int R_1R_2'r^3dr$. Parts and orthogonality give $\int R_2R_1'r^3dr=-D$, and
\begin{align}
I_b&=\tfrac{Z\alpha}4\!\int(R_1R_2)'r^2dr=-\tfrac{Z\alpha}2\!\int R_1R_2\,r\,dr=-\tfrac W2,\\
I_c&=\tfrac14(\epsilon_2-\epsilon_1)D=\tfrac14kD,\\
R_{\rm ret}&=+\tfrac{k^3}{60}\!\int(R_1R_2)'r^5dr=-\tfrac{k^3}{12}\langle r^2\rangle .
\end{align}

Let $H=T+V$ with $T=-\nabla^2/2$. For any $O$, $\langle[H,O]\rangle=(\epsilon_1-\epsilon_2)\langle O\rangle=-k\langle O\rangle$. Three identities follow.
\begin{itemize}
\item $\langle p^2\rangle=2\langle H-V\rangle=2\epsilon_2\langle1s|2s\rangle+2W=2W$.
\item From $\nabla^2(r^2\phi)=6\phi+4\mathbf r\cdot\nabla\phi+r^2\nabla^2\phi$ one has $[H,r^2]=-3-2\mathbf r\cdot\nabla$. The constant drops by orthogonality, so $k\langle r^2\rangle=2D$.
\item From $[\partial_j,\mathbf r\cdot\nabla]=\partial_j$ one has $[T,\mathbf r\cdot\nabla]=2T$, and $[V,\mathbf r\cdot\nabla]=-rV'=-Z\alpha/r$. Hence $-kD=2W-W=W$.
\end{itemize}
Therefore $I_a=-\tfrac34W$, $I_c=-\tfrac14W$ and $k^2\langle r^2\rangle=2kD=-2W$, so that $R_{\rm ret}=+kW/6$. Collecting $kI_a/3$, $kI_b/3$, $kI_c/3$ and $R_{\rm ret}$,
\begin{equation}
R=\frac{kW}2\left(-\frac12-\frac13-\frac16+\frac13\right)=-\frac{kW}3 .
\label{sum}
\end{equation}
With $\rho=Z\alpha r$, $R_1=2(Z\alpha)^{3/2}e^{-\rho}$, $R_2=(Z\alpha)^{3/2}(1-\rho/2)e^{-\rho/2}/\sqrt2$, and $\int_0^\infty\rho^ne^{-a\rho}d\rho=n!/a^{n+1}$,
\begin{equation}
W=\sqrt2\,(Z\alpha)^2\!\int_0^\infty\!\Big(\rho-\frac{\rho^2}2\Big)e^{-3\rho/2}d\rho=\sqrt2\Big(\frac49-\frac8{27}\Big)(Z\alpha)^2=\frac{4\sqrt2}{27}(Z\alpha)^2 .
\end{equation}
The Bohr energies give $k=(\tfrac12-\tfrac18)(Z\alpha)^2=\tfrac38(Z\alpha)^2$. Then \eqref{exact} yields
\begin{equation}
\Gamma=\frac49\alpha k^3W^2=\frac49\cdot\frac{27}{512}\cdot\frac{32}{729}\,\alpha(Z\alpha)^{10}=\frac{\alpha(Z\alpha)^{10}}{972}.
\end{equation}
A rate in these units is measured in $mc^2/\hbar=7.7634\times10^{20}\ \mathrm{s^{-1}}$, so
\begin{equation}
\Gamma=\frac{\alpha(Z\alpha)^{10}}{972}\,\frac{mc^2}{\hbar}=2.496\times10^{-6}\,Z^{10}\ \mathrm{s^{-1}} .
\label{final}
\end{equation}
Six powers of $Z\alpha$ come from $k^3$ and four from the squared effective overlap $2R/k=-2W/3$. Equation \eqref{final} is the leading term in $Z\alpha$ of one decay channel. Other channels, such as two-photon emission, are not included, so $1/\Gamma$ is a partial lifetime: 4.64 days for $Z=1$.

The numerical check confirms \eqref{R} by three-dimensional quadrature with explicit Dirac matrices at $Z=50$, and the terms of \eqref{sum} symbolically. Exact Dirac integrals extrapolated to $Z\to0$ reproduce the first term, the sum of the second and third, the fourth, and the total.

\subsection*{(d) Hydrogen-like boron}

For $Z=5$, $(Z\alpha)^2=1.33128\times10^{-3}$, and
\begin{align*}
k&=\tfrac38\times1.33128\times10^{-3}=4.9923\times10^{-4}\quad(255.1\ \mathrm{eV}),\\
W&=0.209513\times1.33128\times10^{-3}=2.7892\times10^{-4},\\
R&=-\tfrac13\times4.9923\times10^{-4}\times2.7892\times10^{-4}=-4.6415\times10^{-8},\\
\Gamma&=4\times0.0072974\times4.9923\times10^{-4}\times(4.6415\times10^{-8})^2\times7.7634\times10^{20}\ \mathrm{s^{-1}}\\
&=24.37\ \mathrm{s^{-1}}=2.49578\times10^{-6}\times9765625\ \mathrm{s^{-1}} .
\end{align*}
Exact Dirac-Coulomb functions in \eqref{R} give $k=255.2$ eV (4.859 nm), $R=-4.6441\times10^{-8}$ and $\Gamma=24.41\ \mathrm{s^{-1}}$, a partial lifetime of 41.0 ms. The 2s level itself lives far shorter: the nonrelativistic two-photon rate $8.23\,Z^6\ \mathrm{s^{-1}}$ is $1.29\times10^5\ \mathrm{s^{-1}}$ for B$^{4+}$ (7.8 $\mu$s), so the M1 branch is about $2\times10^{-4}$ of the decay. With unit overlap the rate would be $\alpha k^3=7.055\times10^8\ \mathrm{s^{-1}}$; the factor $(2R/k)^2=(1.860\times10^{-4})^2$ reduces it to the value found. The fourth digit compares two calculations within the point-nucleus, infinite-mass model and is not a prediction for the real ion.

\begin{center}
\begin{tabular}{rccc}
$Z$ & leading (s$^{-1}$) & Dirac (s$^{-1}$) & Dirac/leading\\
1 & $2.4958\times10^{-6}$ & $2.4959\times10^{-6}$ & 1.00006\\
5 & $24.37$ & $24.41$ & 1.0014\\
20 & $2.556\times10^{7}$ & $2.615\times10^{7}$ & 1.023\\
50 & $2.437\times10^{11}$ & $2.830\times10^{11}$ & 1.161
\end{tabular}
\end{center}
The excess of the ratio over one, divided by $(Z\alpha)^2$, is 1.068 at both $Z=1$ and $Z=2$, which shows a relative correction of order $(Z\alpha)^2$; this coefficient is numerical, not derived. At $Z=50$ the Dirac rate exceeds the leading rate by 16\% of the latter, and \eqref{exact} must be used in place of \eqref{final}. The table is for a point nucleus; a uniformly charged nucleus of rms radius 4.65 fm lowers the $Z=50$ rate by 0.05\%, to $2.829\times10^{11}\ \mathrm{s^{-1}}$.

\section*{Variations}

\subsection*{1. Retardation alone}

\emph{Keep Schr\"odinger functions and the Pauli coupling, but do not set $kr=0$. What rate results?}

From \eqref{pauli} and $j_0(x)=1-x^2/6+\dots$, the effective overlap is $\langle j_0\rangle\approx-k^2\langle r^2\rangle/6=+W/3$. This equals $2R_{\rm ret}/k$, as it must: $f=-g'/2$ in \eqref{R}, integration by parts and $\frac d{dr}[r^2j_1(kr)]=kr^2j_0(kr)$ give $R=\tfrac k2\langle j_0\rangle$. The full value is $-2W/3$, so retardation alone gives an amplitude of the opposite sign and half the size, and one quarter of the rate \eqref{final}. It has the correct power $Z^{10}$ but omits the three relativistic terms of the same order.

\subsection*{2. Non-orthogonal orbitals}

\emph{Replace the final orbital by the 1s function for charge $2Z$. What is the lowest-order amplitude?}

The step $-\tfrac k6\int(R_1R_2)'r^3dr=\tfrac k2S$, with $S=\int R_1R_2r^2dr$, is an integration by parts and holds for any regular, decaying functions. Now $R_1=2(2Z\alpha)^{3/2}e^{-2\rho}$, and
\begin{equation}
S=4\int_0^\infty\Big(\rho^2-\frac{\rho^3}2\Big)e^{-5\rho/2}d\rho=4\Big(\frac{16}{125}-\frac{48}{625}\Big)=0.2048 .
\end{equation}
The amplitude $kS/2$ is nonzero, so the zero of the spin term in (a) rests on radial orthogonality and not on an angular selection rule; the orbital term still vanishes by transversality. A calculation of \eqref{R} with approximate orbitals that are not mutually orthogonal acquires this spurious term and is meaningful only if the full overlap $\int(g_1g_2+f_1f_2)r^2dr$ (not that of the large components alone, which is $-W/2$ for the exact functions) is small compared with $2W/3$, which is $1.86\times10^{-4}$ for B$^{4+}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha = 0.0072973526;  m c^2 = 510998.95 eV;  m c^2/hbar = 7.763441e+20 1/s
<1s|2s> = 0;  lowest-order R/k = 0;  overlap with doubled-charge 1s = 0.20480
<1/r> = 4*sqrt(2)/27 = 0.209513 (Z alpha);  <r^2> = -512*sqrt(2)/243 = -2.979742 (Z alpha)^-2
<p^2> = 8*sqrt(2)/27 (Z alpha)^2;  <r.grad> = -32*sqrt(2)/81;  k = 3/8 (Z alpha)^2
pieces a, b, c, retardation, total (unit kW/2): [-1/2, -1/3, -1/6, 1/3], -2/3
Dirac Z->0 (unit kW/2): a -0.500000, b+c -0.500000, retardation 0.333333, total -0.666667
Pauli <j0(kr)>/W = 0.333333;  retardation-only rate fraction = 0.25000
rate coefficient = 1/972;  alpha^11 m c^2/(972 hbar) = 2.49578e-06 1/s
(exact/leading - 1)/(Z alpha)^2: Z=1 1.0678, Z=2 1.0680, Z=5 1.0691
B4+ : Z = 5, Z alpha = 0.0364868, (Z alpha)^2 = 1.331284e-03, Z^10 = 9765625
B4+ : k leading = 4.992314e-04 mc^2 = 255.107 eV
B4+ : k Dirac = 4.993839e-04 mc^2 = 255.185 eV, wavelength 4.8586 nm
B4+ : W = 2.789214e-04 mc^2
B4+ : R leading = -4.641545e-08, R Dirac = -4.644138e-08 (dimensionless)
B4+ : 2R/k leading = -1.859476e-04, Dirac = -1.859947e-04 (dimensionless)
B4+ : Dirac pieces (unit kW/2): a -0.50014, b+c -0.50012, retardation 0.33342, total -0.66684
B4+ : rate leading = 24.3729 1/s, Dirac = 24.4076 1/s, SI dipole = 24.4076 1/s
B4+ : partial M1 lifetime = 40.971 ms
B4+ : rate if the overlap were 1 = 7.0554e+08 1/s
Z =  1: k = 10.204 eV, leading 2.49578e-06 1/s, Dirac 2.49592e-06 1/s, ratio 1.000057
Z =  5: k = 255.185 eV, leading 2.43729e+01 1/s, Dirac 2.44076e+01 1/s, ratio 1.001423
Z = 20: k = 4101.842 eV, leading 2.55568e+07 1/s, Dirac 2.61494e+07 1/s, ratio 1.023186
Z = 50: k = 26344.196 eV, leading 2.43729e+11 1/s, Dirac 2.83033e+11 1/s, ratio 1.161263
Z = 1: partial M1 lifetime = 4.637 days
\end{verbatim}
